# Direct spin-lattice relaxation of Kramers and non-Kramers doublets, part 1

(Sections cited here and not found follow in the second part.)

## 1. A doublet in which the cancellation is visible

Take $J=5/2$ in a tetragonal crystal field with the ground doublet

$$|a\rangle=\cos\alpha\,|\tfrac52\rangle+\sin\alpha\,|{-\tfrac32}\rangle,\qquad |b\rangle=\cos\alpha\,|{-\tfrac52}\rangle+\sin\alpha\,|\tfrac32\rangle .$$

A shear strain couples through $\{J_z,J_+\}=J_zJ_++J_+J_z$. With $J_+|m\rangle=\sqrt{J(J+1)-m(m+1)}\,|m+1\rangle$ ($J$ dimensionless), two paths lead from $b$ to $a$:

$$\langle\tfrac52|\{J_z,J_+\}|\tfrac32\rangle=(\tfrac52+\tfrac32)\sqrt5=4\sqrt5,\qquad \langle{-\tfrac32}|\{J_z,J_+\}|{-\tfrac52}\rangle=(-\tfrac32-\tfrac52)\sqrt5=-4\sqrt5 .$$

If the two states are given separate angles $\alpha_a,\alpha_b$,

$$\mu\equiv\langle a|\{J_z,J_+\}|b\rangle=4\sqrt5\,(\cos\alpha_a\sin\alpha_b-\sin\alpha_a\cos\alpha_b)=4\sqrt5\,\sin(\alpha_b-\alpha_a). \tag{1}$$

In zero field the angles are equal and the paths cancel: this is the Van Vleck cancellation. A field along $z$ adds $Z=zJ_z$, $z=g_J\mu_BB$, and mixes $a$ with $|a'\rangle=\partial|a\rangle/\partial\alpha=-\sin\alpha|\tfrac52\rangle+\cos\alpha|{-\tfrac32}\rangle$ at energy $\Delta$ above. Since $\langle a'|J_z|a\rangle=-(\tfrac52+\tfrac32)\sin\alpha\cos\alpha=-2\sin2\alpha$, the first-order admixture is $z(-2\sin2\alpha)/(-\Delta)$, so $\alpha_a=\alpha+2z\sin2\alpha/\Delta$. All $m$ values of $b$ are reversed, so $\alpha_b=\alpha-2z\sin2\alpha/\Delta$, and

$$\mu=-16\sqrt5\,\sin2\alpha\;z/\Delta+O(z^3). \tag{2}$$

The squared element carries the small factor $(z/\Delta)^2\propto B^2$, which suppresses the Kramers rate and raises its field exponent by 2 over the non-Kramers law.

## 2. One-phonon rate

Assumptions: an isolated ion; a doublet $a,b$ split by $\hbar\omega$, small against the gap $\Delta$ to other levels; phonons kept at temperature $T$ (no bottleneck); an isotropic elastic continuum of density $\rho$ and sound speeds $v_l,v_t$; coupling linear in the displacement gradients; golden rule. Raman and Orbach processes are separate channels and are not included.

The displacement in a periodic volume $\Omega$ is $\mathbf u=\sum_{\mathbf qs}C_{\mathbf qs}\,\mathbf e_{\mathbf qs}(c_{\mathbf qs}e^{i\mathbf q\cdot\mathbf r}+c^\dagger_{\mathbf qs}e^{-i\mathbf q\cdot\mathbf r})$ with real unit polarizations. In the vacuum each mode contributes $\tfrac12\rho\Omega\omega_q^2C^2$ to $\tfrac12\rho\int\langle\dot{\mathbf u}^2\rangle$, which must be half of the zero-point energy $\hbar\omega_q/2$. Hence $C^2=\hbar/(2\rho\Omega\omega_q)$.

At the ion, $\partial_\alpha u_\beta=\sum iC\,q_\alpha e_\beta(c-c^\dagger)$. The symmetric part is the strain $\epsilon_{\alpha\beta}$, which couples through Hermitian ion operators $V_{\alpha\beta}=V_{\beta\alpha}$. The antisymmetric part is a local rotation $\boldsymbol\phi=\tfrac12\nabla\times\mathbf u$, which turns the crystal field but not the magnetic field: $e^{-i\boldsymbol\phi\cdot\mathbf J}H_{cf}e^{i\boldsymbol\phi\cdot\mathbf J}\approx H_{cf}-i[\boldsymbol\phi\cdot\mathbf J,H_{cf}]$. Thus

$$V=\sum_{\alpha\beta}\epsilon_{\alpha\beta}V_{\alpha\beta}+\boldsymbol\phi\cdot(-i[\mathbf J,H_{cf}]),\qquad S_{\alpha\beta}=\langle a|V_{\alpha\beta}|b\rangle,\qquad \mathbf N=\langle a|{-i}[\mathbf J,H_{cf}]|b\rangle,$$

with $a,b$ eigenstates of $H=H_{cf}+Z$, $Z=g_J\mu_B\mathbf B\cdot\mathbf J$. The ion factor of mode $\mathbf qs$ is $q\,\kappa$ with $\kappa=\hat{\mathbf q}\cdot S\cdot\mathbf e+\tfrac12(\hat{\mathbf q}\times\mathbf e)\cdot\mathbf N$. The reverse transition has $\kappa^*$, so it does not matter which state is the upper one. The thermal averages $\langle cc^\dagger\rangle=n+1$ and $\langle c^\dagger c\rangle=n=1/(e^{\hbar\omega/kT}-1)$ give

$$W_\downarrow=\frac{2\pi}{\hbar}\sum_{\mathbf qs}\frac{\hbar q^2|\kappa|^2}{2\rho\Omega\omega_q}(n+1)\,\delta(\hbar\omega-\hbar\omega_q),$$

and $W_\uparrow$ with $n$ in place of $n+1$. The upper population obeys $\dot p=W_\uparrow(1-p)-W_\downarrow p$, so it relaxes at $1/T_1=W_\uparrow+W_\downarrow$, and $2n+1=\coth(\hbar\omega/2kT)$.

For a branch with $\omega_q=vq$, $\sum_{\mathbf q}\to\Omega\,(4\pi/8\pi^3)\int q^2dq\,\langle\cdot\rangle$ with $\langle\cdot\rangle$ the average over directions, and $\int q^4\omega_q^{-1}\delta(\hbar\omega-\hbar vq)\,dq=(\omega/v)^4/(\omega\hbar v)=\omega^3/(\hbar v^5)$. The prefactors combine as $(\pi/\rho)\cdot(1/2\pi^2)\cdot\omega^3/(\hbar v^5)=\omega^3/(2\pi\hbar\rho v^5)$.

For the averages, $(\hat{\mathbf q}\times\mathbf e)\cdot\mathbf N=\mathbf e\cdot(\mathbf N\times\hat{\mathbf q})$, so $\kappa=\mathbf e\cdot(S+\Lambda)\hat{\mathbf q}$ with antisymmetric $\Lambda_{\beta\alpha}=\tfrac12\varepsilon_{\beta\gamma\alpha}N_\gamma$. Write $X{:}Y^*=\sum X_{\alpha\beta}Y^*_{\alpha\beta}$. Then $\Lambda{:}\Lambda^*=\tfrac14\cdot2|\mathbf N|^2$ and $S{:}\Lambda^*=0$ by symmetry. Isotropy forces $\langle\hat q_\alpha\hat q_\beta\rangle=\delta_{\alpha\beta}/3$ and $\langle\hat q_\alpha\hat q_\beta\hat q_\gamma\hat q_\delta\rangle=(\delta_{\alpha\beta}\delta_{\gamma\delta}+\delta_{\alpha\gamma}\delta_{\beta\delta}+\delta_{\alpha\delta}\delta_{\beta\gamma})/15$; the 15 is $9+3+3$, from contracting $\alpha=\beta$, $\gamma=\delta$ to get 1. For $\mathbf e=\hat{\mathbf q}$ the term $\Lambda$ drops out and the three pairings give $|\mathrm{tr}S|^2+2S{:}S^*$. The sum over all three polarizations is $\langle|(S+\Lambda)\hat{\mathbf q}|^2\rangle=S{:}S^*/3+|\mathbf N|^2/6$, and the transverse part is this minus the longitudinal one:

$$A_L=\frac{|\mathrm{tr}S|^2+2S{:}S^*}{15},\qquad A_T=\frac{3S{:}S^*-|\mathrm{tr}S|^2}{15}+\frac{|\mathbf N|^2}{6},$$

$$\frac1{T_1}=\frac{\omega^3\coth(\hbar\omega/2kT)}{2\pi\hbar\rho}\left[\frac{A_L}{v_l^5}+\frac{A_T}{v_t^5}\right]. \tag{3}$$

With $x=\hbar\omega/2kT$, $\coth x=(1+x^2/3+\dots)/x$, so for $x\ll1$

$$\frac1{T_1}=\frac{kT\,\omega^2}{\pi\hbar^2\rho}\left[\frac{A_L}{v_l^5}+\frac{A_T}{v_t^5}\right], \tag{4}$$

too low by $x^2/3$ relative to its own value. For $x\gg1$, $\coth x\to1$ and the rate is spontaneous emission, $\propto\omega^3$ and independent of $T$. The field dependence is that of $\omega^2|M|^2$ or $\omega^3|M|^2$, where $M$ stands for any component of $S$ or $\mathbf N$.

## 3. Time reversal

Let $\Theta=e^{-i\pi J_y}K$, with $K$ complex conjugation in the standard $|m\rangle$ basis, where $J_x,J_z$ are real and $J_y$ is imaginary. $K$ reverses $J_y$ alone and the rotation by $\pi$ about $y$ reverses $J_x$ and $J_z$ alone, so $\Theta\mathbf J\Theta^{-1}=-\mathbf J$. The matrix $e^{-i\pi J_y}$ is real, so $\Theta^2=e^{-2\pi iJ_y}=(-1)^{2J}\equiv\eta$, which is $-1$ for an odd number of electrons (Kramers ion) and $+1$ for an even number. $\Theta$ is antiunitary: $\langle\Theta x|\Theta y\rangle=\langle y|x\rangle$ and $\Theta i\Theta^{-1}=-i$. An operator has parity $\tau$ if $\Theta A\Theta^{-1}=\tau A$.

The central assumption is that $V$ is even. The Hamiltonian of the electrons among nuclei at rest, without magnetic fields, contains kinetic, Coulomb and spin-orbit terms, all even, for every position of the nuclei. Its derivative $V_{\alpha\beta}$ with respect to a real strain is then even, and so is the projection on a multiplet, which $\Theta$ maps onto itself. In operator equivalents this means even ranks only. The rotation operator $-i[\mathbf J,H_{cf}]$ is even because $i$ and $\mathbf J$ each change sign. Couplings to nuclear velocities are neglected.

**Lemma.** For Hermitian $A$ of parity $\tau$ and any state $a$,

$$\langle a|A|\Theta a\rangle=\tau\eta\,\langle a|A|\Theta a\rangle,\qquad\langle\Theta a|A|\Theta a\rangle=\tau\langle a|A|a\rangle. \tag{5}$$

For the first, antiunitarity gives $\langle a|A\Theta a\rangle=\langle\Theta A\Theta a|\Theta a\rangle$; $\Theta A=\tau A\Theta$ and $\Theta^2=\eta$ turn the bra state into $\tau\eta Aa$; the factor is real and $A$ is Hermitian, which gives $\tau\eta\langle a|A|\Theta a\rangle$. For the second, $\langle\Theta a|A\Theta a\rangle=\tau\langle\Theta a|\Theta Aa\rangle=\tau\langle Aa|a\rangle=\tau\langle a|A|a\rangle$. The element between partners vanishes when $\tau\eta=-1$ and is unconstrained by time reversal when $\tau\eta=+1$.

**Parity in the field.** $\Theta H(\mathbf B)\Theta^{-1}=H(-\mathbf B)$. Fix the direction and let the signed strength $\lambda$ vary. The eigenvectors of a finite Hermitian matrix linear in $\lambda$ can be chosen analytic in $\lambda$. Let the doublet branches be $E_{1,2}=E_0\pm s\lambda+\dots$ with $s\ne0$. The state $\Theta|1,\lambda\rangle$ is an eigenstate of $H(-\lambda)$ with energy $E_0+s\lambda$, which is branch 2 at $-\lambda$, and likewise with $1\leftrightarrow2$. So the splitting $E_1-E_2$ is odd in $\lambda$, and for even $V$, $|\langle1|V|2\rangle_{-\lambda}|=|\langle\Theta2|\Theta V1\rangle|=|\langle V1|2\rangle|=|\langle1|V|2\rangle_\lambda|$. Therefore $|M|^2$ is even in $B$, and the leading power laws of $\omega$ and $|M|^2$ found below have relative corrections $O(z^2/\Delta^2)$ for either sign of $\eta$; the high-temperature rate laws carry in addition the thermal correction $x^2/3$ of (4).

## 4. Kramers doublet

For $\eta=-1$, $A=1$ in (5) shows $\Theta a\perp a$; since $H_{cf}$ commutes with $\Theta$, every level has even degeneracy. Cubic symmetry can join two pairs into a quartet, within which the cancellation below protects only time-reversed partners; here the ground level is taken to be a doublet. Let $P$ project on the ground doublet. For any unit vector $a$ in it, the orthogonal vector is $b=\Theta a$ up to a phase, and (5) with $\tau=+1$ gives $\langle a|V|b\rangle=0$ and $\langle b|V|b\rangle=\langle a|V|a\rangle$. Hence $PVP\propto P$ in every basis of the doublet, whatever field direction selects $a$ and $b$. This is the cancellation in general form.

Choose $a,b$ to diagonalize $PZP$, with first-order shifts $E^{(1)}_b=-E^{(1)}_a$ by (5), so $\hbar\omega=2|E_a^{(1)}|=g\mu_BB$. Define $R=\sum_n|n\rangle\langle n|/(E_0-E_n)$ over the states outside the doublet; $R$ is a real function of $H_{cf}$, hence even and Hermitian. Degenerate perturbation theory gives, to first order,

$$|\tilde a\rangle=|a\rangle+RZ|a\rangle+|b\rangle\frac{\langle b|ZRZ|a\rangle}{E^{(1)}_a-E^{(1)}_b},$$

and likewise for $\tilde b$. The operator $ZRZ$ is Hermitian and even (two odd factors), so the last term vanishes by the lemma. Then, for each even coupling operator $V$,

$$M=\langle\tilde a|V|\tilde b\rangle=\langle a|X+X^\dagger|b\rangle,\qquad X=VRZ .$$

$X$ has one odd factor, so $\Theta X\Theta^{-1}=-X$. The Hermitian operator $X+X^\dagger$ is odd, $\tau\eta=+1$, and its element is allowed. The Hermitian operator $i(X-X^\dagger)$ is even because of the $i$, so its element vanishes and the two terms are equal:

$$M=2\langle a|VRZ|b\rangle\propto B. \tag{6}$$

If $g\ne0$ along the field, $\omega\propto B$, (4) gives $1/T_1\propto B^4T$, and (3) gives $B^5$ for $\hbar\omega\gg kT$. If $g=0$ the splitting starts at higher order and the rate falls faster: the doublet of Section 1 with $\cos2\alpha=-\tfrac14$ and $\mathbf B\parallel z$ has $\omega\propto B^3$ and a high-temperature rate $\propto B^8$, and a pure $|\pm\tfrac52\rangle$ doublet in a transverse field has $\omega\propto B^5$ and a rate $\propto B^{12}$. Point symmetry may still make (6) vanish: for a pure $|\pm\tfrac12\rangle$ doublet with $\mathbf B\parallel z$, $J_z$ admixes nothing and $RZ|b\rangle=0$.

## 5. Non-Kramers doublet

For $\eta=+1$ a doublet is held degenerate by point symmetry, and $\Theta$ maps it onto itself. A $\Theta$-real basis exists: for any $a$, one of $a+\Theta a$ and $i(a-\Theta a)$ is nonzero, and both are fixed by $\Theta$; normalize it as $|r\rangle$. The orthogonal unit vector obeys $\Theta y=e^{i\chi}y$, and $|s\rangle=e^{i\chi/2}|y\rangle$ is fixed by $\Theta$. For such vectors $\langle r|As\rangle=\langle\Theta As|\Theta r\rangle=\tau\langle As|r\rangle=\tau\langle r|A|s\rangle^*$, and the same holds on the diagonal. Even operators are real symmetric matrices, $v_0+v_1\sigma_z+v_2\sigma_x$; odd ones are imaginary and Hermitian, hence multiples of $\sigma_y$.

Thus $PJ_\alpha P=\lambda_\alpha\sigma_y$ and $\hbar\omega=2g_J\mu_B|\boldsymbol\lambda\cdot\mathbf B|$: only the field component along $\boldsymbol\lambda$, the Ising axis, splits the doublet in first order. The Zeeman states are $|\pm\rangle=(|r\rangle\pm i|s\rangle)/\sqrt2$ with $\Theta|+\rangle=|-\rangle$. Direct multiplication gives $\langle+|\sigma_z|-\rangle=1$, $\langle+|\sigma_x|-\rangle=-i$ and zero diagonal elements, so

$$\langle+|V|-\rangle=v_1-iv_2,\qquad\langle\pm|V|\pm\rangle=v_0 .$$

An even coupling is a common shift plus a pure flip, already at $B=0$. If point symmetry allows $v_1$ or $v_2$ and $\boldsymbol\lambda\cdot\mathbf B\ne0$, then $M=O(B^0)$, $1/T_1\propto B^2T$ for $\hbar\omega\ll kT$ and $\propto B^3$ for $\hbar\omega\gg kT$. A doublet with $\boldsymbol\lambda=0$, such as the cubic $\Gamma_3$ doublet, splits only at second or higher order in $B$ for every field direction, and its high-temperature rate falls as $B^4T$ or faster, as in the perpendicular case of Section 7.

For time-even couplings, this part has derived the direct rate (3) and its usual high-temperature field laws: $B^4T$ for a Kramers doublet with $g\ne0$ along the field, and $B^2T$ for a non-Kramers doublet split in first order with a symmetry-allowed flip. What remains is to give closed forms for two model ions, examine where these power laws fail, and work through a numerical example.
